# Explicit surface potential in deep MOS accumulation with the Lambert W function

## Result

A p-type semiconductor lies under an oxide, and the gate is driven negative of flat band. Let $V=V_{FB}-V_G>0$ be the bias beyond flat band and $\psi_s<0$ the surface potential relative to the bulk. The algebra uses atomic units, $e=\hbar=m_e=4\pi\varepsilon_0=1$, so that potentials and energies share one scale. With $\tau=k_BT$, define

$$y=\frac{V}{\tau},\qquad x=-\frac{\psi_s}{\tau},\qquad g=\frac{t}{\varepsilon_o}\sqrt{\frac{8\pi\varepsilon_sN}{\tau}} .$$

Here $N$ is the acceptor density, $t$ the oxide thickness, and $\varepsilon_s,\varepsilon_o$ are the relative permittivities of substrate and oxide. If only the hole exponential is kept, the gate-voltage equation and its solution are

$$y=x+g\,e^{x/2},\qquad x=y-2w=2\ln\frac{2w}{g},\qquad w=W_0\!\left(\frac g2\,e^{y/2}\right), \tag{1}$$

where $W_0$ is the principal branch of the Lambert function, defined by $We^W=z$. In signed form,

$$\psi_s=V_G-V_{FB}+2\tau w .$$

For an n-type substrate all potentials change sign and $N$ is the donor density.

In SI quantities, with $\phi_t=k_BT/q$, oxide capacitance per area $C_o$ and $\gamma=\sqrt{2q\varepsilon_0\varepsilon_sN}/C_o$, the same parameter is $g=\gamma/\sqrt{\phi_t}$, and $\tau$ becomes $\phi_t$ in the signed formula.

Equation (1) solves the truncated equation. Let $x_*$ be the root when the acceptor charge is restored. For $y>g$,

$$0<x_*-x<\frac{1+x}{e^x-1}, \tag{2}$$

whatever the value of $g$. Near flat band the truncated equation itself fails.

## From Poisson's equation to the gate equation

The model assumes Boltzmann carriers, uniform fully ionized doping, a substrate thick compared with its Debye length, a metal gate, and no charge that varies with bias at the interface or in the oxide. Fixed oxide charge and the work-function difference are contained in $V_{FB}$.

Let $z$ run from the oxide interface into the substrate, with $\psi=0$ in the bulk, and put $u=-\psi/\tau$. The hole density is $Ne^{-\psi/\tau}=Ne^u$, so without electrons the charge density is $\rho=N(e^u-1)$. Poisson's equation, $\psi''=-4\pi\rho/\varepsilon_s$, becomes

$$u''=\frac{e^u-1}{L^2},\qquad L^2=\frac{\varepsilon_s\tau}{4\pi N},$$

where $L$ is the Debye length. Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:

$$\frac{u'^2}{2}=\frac{e^u-1-u}{L^2}.$$

In accumulation $u$ decreases into the substrate, so the negative root applies. At the surface $u=x$ and

$$-u'(0)=\frac{\sqrt2}{L}S(x),\qquad S(x)=\sqrt{e^x-1-x}.$$

The three terms under the root come from the holes, the lower limit of the integral and the acceptors. Electrons would add $(n_i/N)^2(e^{-x}-1+x)$, with $n_i$ the intrinsic density.

There is no space charge in the oxide beyond what $V_{FB}$ absorbs, so the remaining potential is linear there. Measured from flat band, the reduced potential rises from $x$ at the interface to $y$ at the gate. Continuity of the displacement gives

$$\varepsilon_o\,\frac{y-x}{t}=\varepsilon_s\,\frac{\sqrt2}{L}S(x),$$

and therefore

$$y=x+gS(x),\qquad g=\frac{\sqrt2\,\varepsilon_st}{\varepsilon_oL}. \tag{3}$$

Inserting $1/L=\sqrt{4\pi N/(\varepsilon_s\tau)}$ turns this $g$ into the one defined at the start. In deep accumulation $e^x\gg1+x$, so $S$ may be replaced by $e^{x/2}$, which gives the truncated equation in (1).

## Solving for the surface potential

The unknown appears both alone and in an exponent. The useful variable is half the reduced oxide drop, $w=(y-x)/2$. Substituting $x=y-2w$ gives

$$2w=g\,e^{(y-2w)/2}=g\,e^{y/2}e^{-w}.$$

Multiplication by $e^w/2$ yields

$$w\,e^w=\frac g2\,e^{y/2}.$$

The right side is positive. The left side is negative for $w<0$ and increases from zero without limit for $w\ge0$. There is thus one real solution, on the principal branch. The first form of $x$ in (1) is the definition of $w$; the second follows from $2w=g\,e^{x/2}$.

The physical oxide drop is $2\tau w$, so the Lambert function also gives the accumulation charge per area, $Q=2\tau wC_o$. To see where the holes sit, use the truncated first integral, $u'=-\sqrt2\,e^{u/2}/L$. Then

$$\frac{d}{dz}e^{-u/2}=-\frac{u'}2e^{-u/2}=\frac1{\sqrt2\,L},$$

and integration from the surface gives

$$e^u=\frac{e^x}{(1+z/d)^2},\qquad d=\sqrt2\,L\,e^{-x/2}.$$

The fraction of this charge lying beyond $z$ is $1/(1+z/d)$, so half of it lies within $d$.

## Slope, capacitance and two limits

From $w=(g/2)e^{x/2}$ follows $dw/dx=w/2$. Differentiating $y=x+2w$ gives

$$\frac{dy}{dx}=1+w,\qquad \frac{dx}{dy}=\frac1{1+w}.$$

The gate charge is $C_o$ times the oxide drop, so the capacitance per area obeys

$$\frac C{C_o}=\frac{d(y-x)}{dy}=\frac{w}{1+w}.$$

This is $C_o$ in series with a substrate capacitance $wC_o=Q/(2\tau)$.

When the oxide takes nearly all the bias, $y\gg x$ and $2w=y-x\approx y$. Then $x\approx2\ln(y/g)$: the surface potential grows only logarithmically. The error of this shortcut within the truncated model is

$$2\ln\frac yg-2\ln\frac{y-x}{g}=-2\ln\left(1-\frac xy\right).$$

In units of $\tau$ this is small only when $x/y$ is small; relative to $x$ it is also modest when $x$ itself is large, for example 7% at $g=10^{-3}$, $y=40$, where $x/y=0.5$.

In the opposite limit the oxide drop is much less than the thermal energy, $w\ll1$. Since $We^W\approx W$ for small $W$, $w\approx(g/2)e^{y/2}$ and

$$x\approx y-g\,e^{y/2}.$$

The surface potential then follows the gate. To be in deep accumulation as well, this case needs $y\gg1$ together with $g\,e^{y/2}\ll1$, which means a very small $g$.

## Error from dropping the acceptor charge

Write the full equation (3) as $f(x_*)=y$, with $f(x)=x+gS(x)$. From here $x$ is the Lambert value, taken positive. Since $x+g\,e^{x/2}$ increases and equals $g$ at $x=0$, this requires $y>g$. Inserting the Lambert value into $f$ leaves

$$f(x)=y-gr,\qquad r=e^{x/2}-S=\frac{1+x}{e^{x/2}+S}>0.$$

The last form follows from $e^x-S^2=1+x$. As $f$ increases, $x_*>x$: the truncation underestimates the band bending.

For the upper bound, $f$ must be convex. Differentiating $S^2=e^x-1-x$ twice gives $2SS'=e^x-1$ and $2S'^2+2SS''=e^x$. Multiply the second relation by $2S^2$ and use the first:

$$4S^3S''=2e^x(e^x-1-x)-(e^x-1)^2=2e^x(\sinh x-x)>0.$$

A convex function lies above its tangent, so $y=f(x_*)\ge f(x)+f'(x)(x_*-x)$. Hence

$$x_*-x\le\frac{gr}{1+gS'}<\frac r{S'}=\frac{1+x}{e^x-1}\,\frac{2S}{e^{x/2}+S}<\frac{1+x}{e^x-1}. \tag{4}$$

The last step uses $S<e^{x/2}$, and (2) is proved. Deep in accumulation $r\approx(1+x)e^{-x/2}/2$ and $gS'\approx w$, so the error itself, to leading order, is

$$x_*-x\approx\frac{w}{1+w}\,(1+x)e^{-x}.$$

These statements were tested by integrating the second-order Poisson equation, electrons included, outward from the bulk until the gate condition was met. The cases were $g=0.05,0.33,3,30$ with $y=0,5,20,80$. Bound (2) held wherever $x>0$. For $x>5$ the error agreed within 5% with $w/(1+w)$ times the bound.

## Implementation

**Choice of form.** A relative error $\delta$ in $w$ changes $y-2w$ by $2w\delta$ in magnitude, but $2\ln(2w/g)$ by $2\delta$. The logarithm is therefore preferable for $w>1$ and the difference for $w<1$.

**Overflow.** In double precision $e^{y/2}$ overflows near $y/2=709$, a bias of about 37 eV at 300 K. A circuit solver may try such values even if no device sees them. Taking logarithms gives

$$w+\ln w=\Lambda,\qquad \Lambda=\frac y2+\ln\frac g2,$$

which is the Wright omega function of $\Lambda$. Newton's method for it reads

$$w_{\rm new}=w-\frac{w+\ln w-\Lambda}{1+1/w}=\frac{w(1+\Lambda-\ln w)}{1+w}.$$

For $\Lambda\ge1$ the start $w=\Lambda$ is safe. The first iterate is positive because $\ln\Lambda<1+\Lambda$. Since $w+\ln w$ is concave, its tangent lies above it, so this iterate does not exceed the root, and later ones rise towards it.

**Flat band.** At $y=0$ equation (1) returns $x=-2W_0(g/2)$ instead of zero. The full equation has $S\approx x/\sqrt2$ for small $x$, hence $x_*\approx y/(1+g/\sqrt2)$. A model that must pass through flat band should solve (3) there, with $S$ given the sign of $x$, because the field reverses on the depletion side. Switching formulas at a given bias leaves a step equal to the truncation error; at $x=5$ bound (2) limits it to $0.041\,\tau$, about 1 meV at 300 K.

**Correction.** One Newton step on (3) replaces $x$ by $x+gr/(1+gS')$. By (4) the result is an upper bound on $x_*$, while the uncorrected value is a lower bound. The fraction for $r$ given above avoids subtracting nearly equal numbers.

## Worked example

The parameters are rough values for lightly doped silicon under silicon dioxide: $\varepsilon_s=11.7$, $\varepsilon_o=3.9$, $N=10^{15}$ cm$^{-3}$, $t=10$ nm and $T=300$ K. The bias beyond flat band is 0.5 eV, expressed as an energy. With $\tau=0.025852$ eV and $L=129.29$ nm,

$$g=\sqrt2\times\frac{11.7}{3.9}\times\frac{10}{129.29}=0.3282,\qquad y=\frac{0.5}{0.025852}=19.341.$$

The Lambert argument is $2.599\times10^3$, which gives $w=6.0611$. Therefore

$$x=19.341-2\times6.0611=7.219,$$

$$-\psi_s=7.219\times0.025852=0.1866\ \text{eV}=6.858\times10^{-3}\ \text{hartree}.$$

The oxide drop is the remaining 0.3134 eV. Across 10 nm this is a field of 0.313 MV/cm, with a sheet charge of 0.108 uC/cm2. The classical surface hole density is $Ne^x=1.36\times10^{18}$ cm$^{-3}$. In the truncated classical profile, half the accumulated holes lie within $d=\sqrt2\times129.29\,e^{-3.609}=4.95$ nm, far less than the Debye length.

The capacitance ratio is $6.061/7.061=0.858$, against 0.859 from the Poisson solution. The crude logarithm gives 0.211 eV, an overestimate of 13% relative to the Lambert value; here $x/y=0.37$ is not small.

The next table compares band bendings in eV. The Poisson column uses Boltzmann carriers, and the last column replaces them by Fermi–Dirac holes.

| Bias | Lambert | Poisson | Fermi–Dirac |
|---:|---:|---:|---:|
| 0.10 | 0.0682 | 0.0709 | 0.0709 |
| 0.25 | 0.1349 | 0.1355 | 0.1355 |
| 0.50 | 0.1866 | 0.1867 | 0.1869 |
| 1.00 | 0.2329 | 0.2329 | 0.2341 |
| 2.00 | 0.2748 | 0.2748 | 0.2803 |

At 0.5 eV the truncation error is 0.13 meV, as the leading-order estimate predicts, and the bound is 0.16 meV. At 0.10 eV the error is 2.6 meV. At flat band the formula returns a false bending of −7.4 meV, and it crosses zero at a bias of $g\tau=8.5$ meV. With a rough $n_i=10^{10}$ cm$^{-3}$ the electron weight $(n_i/N)^2$ is $10^{-10}$, so electrons are negligible.

## What the model neglects

Suppose an effect demands extra reduced bending $\Delta$ at fixed charge. The gate equation becomes $y=x+g\,e^{(x-\Delta)/2}$. To first order at fixed bias, $\delta x+w(\delta x-\Delta)=0$, so

$$\delta x=\frac w{1+w}\Delta .$$

**Degeneracy.** For a rough valence-band density $N_v=3\times10^{19}$ cm$^{-3}$, the surface density is 0.0455 of $N_v$. The first Fermi–Dirac correction multiplies the hole term in $S^2$ by $1-0.0455/2^{5/2}$, so $\Delta=0.0080$. The shift is $0.858\times0.0080\,\tau=0.18$ meV, in agreement with the numerical solution and already larger than the truncation error. At 2 eV the shift is 5.5 meV. Both figures, and the last digits of the Fermi–Dirac column, depend on the rough $N_v$, roughly as $1/N_v$: for $N_v\approx10^{19}$ cm$^{-3}$ they become about 0.5 and 14 meV, and for the $4\times10^{18}$ cm$^{-3}$ that a single band of mass 0.3 (the mass used below for confinement) would have, about 1.3 and 28 meV. The error from carrier statistics is then far larger than that from the discarded acceptor term.

**Confinement.** This is the largest effect sized at 0.5 eV. Consider holes of rough mass $m=0.3$ in a triangular well of field $F$ with a hard wall at the oxide. The levels are $E_i=|a_i|(F^2/2m)^{1/3}$, with $a_i$ the zeros of the Airy function. At fixed charge and Boltzmann occupation, the extra bending is $\tau\ln(Z_c/Z_q)$, where

$$Z_q=\sum_ie^{-E_i/\tau},\qquad Z_c=\sqrt{\frac{m\tau}{2\pi}}\,\frac\tau F .$$

The field falls from its surface value, 0.104 MV/cm, to nearly zero across the layer, so its charge-weighted mean is half the surface value. The mean field gives 10 meV and the full surface field 20 meV. At fixed bias these become about 9 and 17 meV, or 5% to 9% of the band bending. This is an estimate with one isotropic mass, not a self-consistent solution. The upper end is the closer one, because the wall pushes the whole layer away from the oxide in the full surface field: a self-consistent Schrödinger–Poisson solution with the same mass and hard wall gives about 16 meV at fixed bias and a capacitance ratio near 0.81. The shift falls roughly as $m^{-1/2}$, from about 19 meV for $m=0.2$ to about 9 meV for $m=1.1$ at fixed bias. At 2 eV the lowest level, for the mean field, is 0.110 eV, more than four times $\tau$. The classical hole profile is unreliable already at 0.5 eV: the thermal wavelength $\sqrt{2\pi/(m\tau)}$ is 7.9 nm, longer than $d=4.95$ nm, and the hard wall empties the region next to the oxide. The holes therefore lie deeper than the classical profile says, and the capacitance ratio is lower than the classical 0.858.

**Oxide.** The field is 3% of a rough breakdown field of 10 MV/cm. For a rough 3 eV barrier and oxide mass 0.4, the WKB transmission is about $10^{-47}$, so direct tunnelling is negligible here.

**Temperature.** At 400 K, with bias beyond flat band, doping and permittivities held fixed, the Lambert bending rises from 0.187 to 0.229 eV. It grows less than in proportion to $T$: in $2\tau\ln(2w/g)$ the prefactor rises, but the logarithm falls because $2w/g$ is the oxide drop divided by $g\tau\propto\sqrt\tau$, and the oxide drop itself shrinks.

## Use for real devices

The example resembles a lightly doped silicon capacitor with a moderately thick oxide. A device with a much thinner gate insulator is far from it: at comparable bias its larger surface field strengthens confinement and degeneracy, and tunnelling becomes a separate question.

Of the effects sized here for the example, confinement is the largest; it moves the surface potential by roughly 0.01 to 0.02 eV. Interface traps matter less if the interface is good. A rough trap density of $10^{10}$ cm$^{-2}$eV$^{-1}$, swept over 0.187 eV, stores $3\times10^{-4}$ uC/cm2, or 0.3% of the hole charge. Such a density suits the middle of the gap in a good interface. In accumulation the Fermi level approaches the valence edge, where trap densities are usually higher; at $10^{12}$ cm$^{-2}$eV$^{-1}$ the traps would lower the band bending by an amount comparable with the confinement shift. A semiconductor gate adds band bending of its own, which is not sized here. For the example as a device, 0.19 eV is therefore a fair statement of the classical result; the further digits serve to compare equations. The full numerical output follows.

## Table of computed values

```
relative permittivities, substrate and oxide: 11.7, 3.9
acceptor density: 1.0e+15 cm^-3
oxide thickness: 10.0 nm; temperature: 300 K
gate bias beyond flat band (times e): 0.500 eV
thermal energy tau: 0.025852 eV
Debye length: 129.29 nm
body factor g: 0.32815
reduced bias y: 19.3409
Lambert argument: 2.5993e+03
w: 6.06112
reduced band bending x: 7.21863
band bending, Lambert: 0.186616 eV = 6.858012e-03 hartree
band bending, full Poisson: 0.186749 eV
error of Lambert result: 1.334e-04 eV
error estimate w/(1+w)*bound: 1.337e-04 eV
error bound: 1.558e-04 eV
crude logarithm 2*tau*ln(y/g): 0.2108 eV
slope dx/dy: formula 0.14162, Poisson 0.14103
C/C_ox: formula 0.85838, Poisson 0.85897
oxide drop: 0.31338 eV
oxide field: 0.3134 MV/cm
surface field in substrate: 0.1045 MV/cm
sheet charge: 0.1082 uC/cm2
surface hole density: 1.365e+18 cm^-3
false bending at flat band: -0.00736 eV
bias where Lambert bending is zero: 0.00848 eV
table, all in eV: bias | Lambert | Poisson | Fermi-Dirac | bound on error
  0.10 | 0.06825 | 0.07089 | 0.07089 | 7.23e-03
  0.25 | 0.13485 | 0.13545 | 0.13547 | 8.77e-04
  0.50 | 0.18662 | 0.18675 | 0.18693 | 1.56e-04
  1.00 | 0.23290 | 0.23293 | 0.23407 | 3.17e-05
  2.00 | 0.27481 | 0.27481 | 0.28027 | 7.27e-06
rough intrinsic density: 1e+10 cm^-3; electron weight: 1.0e-10
rough valence-band density: 3e+19 cm^-3
surface density / valence-band density: 0.0455
rough hole mass: 0.3 electron masses
lowest well level, mean field: 0.0354 eV
confinement shift, mean field: 0.0101 eV
confinement shift, full surface field: 0.0200 eV
lowest well level at 2 eV bias, mean field: 0.1103 eV
rough barrier: 3.0 eV; oxide mass: 0.4 electron masses
log10 of WKB transmission: -47.5
rough breakdown field: 10 MV/cm
oxide field / breakdown field: 0.0313
band bending at 400 K, same bias: 0.22891 eV
```
